# Choosing the Discard Time by Maximum Effective Sample Size

## The decision and the rule

A first-principles molecular dynamics run has produced a few thousand frames, and an average is wanted: an energy, a pressure, a coordination number. The run began from a configuration that is not typical of equilibrium, so the early frames pull the average to one side. Removing too few leaves a bias; removing too many wastes expensive frames and enlarges the statistical error. One must name the frame at which averaging starts.

Chodera's equilibration detection makes the choice automatically. For each candidate discard time $t_0$ in a series of $T$ frames:

1. Keep the last $n=T-t_0$ frames and subtract their mean.
2. Compute the autocovariances
$$c_k=\frac1n\sum_{s=0}^{n-k-1}(y_s-m)(y_{s+k}-m),\qquad y_s=x_{t_0+s}, \tag{1}$$
where $m$ is the subtracted mean.
3. Form the statistical inefficiency $\hat g=(c_0+2\sum_{k\ge1}c_k)/c_0$, stopping before the first non-positive $c_k$. If the result is below 1, set it to 1.
4. Compute $N_{\rm eff}(t_0)=n/\hat g$.

The chosen $t_0$ maximizes $N_{\rm eff}$. The prefactor $1/n$ in (1), with only $n-k$ terms in the sum, already contains the weight $1-k/n$ that is otherwise written explicitly.

Nothing in this recipe mentions bias. Whether it balances bias against variance can be examined on a model where both are known.

## The model and the error of the mean

Let
$$x_t=\mu+A\,r^t+\eta_t,\qquad r=e^{-1/\theta}. \tag{2}$$
The transient has a fixed amplitude $A$ and decays in $\theta$ frames. The noise $\eta_t$ is stationary from the first frame, with zero mean, variance $\sigma^2$ and correlation $\rho^k$ at lag $k$, where $\rho=e^{-1/\tau}$. The asymptotic results below assume that $\theta$, $\tau$ and the lags used are all much smaller than $n$.

The bias of the retained mean is a geometric sum:
$$b=\frac1n\sum_{s=0}^{n-1}A\,r^{t_0+s}=\frac{A\,r^{t_0}(1-r^n)}{n(1-r)}. \tag{3}$$

For its variance, $n-k$ pairs of frames are separated by $k$, and each is counted twice:
$$V=\frac{\sigma^2}{n}\Big[1+\frac2n\sum_{k=1}^{n-1}(n-k)\rho^k\Big].$$
Since $n-k$ is the number of integers $m$ with $k\le m\le n-1$,
$$\sum_{k=1}^{n-1}(n-k)\rho^k=\sum_{m=1}^{n-1}\sum_{k=1}^{m}\rho^k=\sum_{m=1}^{n-1}\frac{\rho(1-\rho^m)}{1-\rho}=\frac{\rho}{1-\rho}\Big[n-\frac{1-\rho^n}{1-\rho}\Big].$$
Therefore
$$V=\frac{\sigma^2}{n}\Big[g-\frac{2\rho(1-\rho^n)}{n(1-\rho)^2}\Big],\qquad g=1+\frac{2\rho}{1-\rho}=\frac{1+\rho}{1-\rho}. \tag{4}$$
For $n\gg\tau$ this is $V\approx\sigma^2g/n$: it takes $g$ frames to supply one independent sample. Because the noise has zero mean, the mean-square error is ${\rm MSE}=b^2+V$.

## The discard time that minimizes the error

Measure the transient that survives at the first retained frame by
$$u=\frac{A^2}{\sigma^2}r^{2t_0}. \tag{5}$$
Dropping $r^n$ and the correction in (4),
$${\rm MSE}\approx\sigma^2\Big[\frac gn+\frac{u}{n^2(1-r)^2}\Big].$$
Treat $t_0$ as continuous. Then $du/dt_0=-2u/\theta$ and $dn/dt_0=-1$, so
$$\frac{d\,{\rm MSE}}{dt_0}=\frac{\sigma^2}{n^2}\Big[g-\frac{u}{(1-r)^2}\Big(\frac2\theta-\frac2n\Big)\Big].$$
The bracket grows as $u$ decays, so its zero is a minimum. For $\theta\ll n$ the term $2/n$ is dropped, giving
$$u_{\rm MSE}=\frac\theta2(1-r)^2g,\qquad t_{\rm MSE}=\frac\theta2\ln\frac{A^2}{\sigma^2u_{\rm MSE}}\approx\frac\theta2\ln\frac{2\theta A^2}{g\sigma^2}. \tag{6}$$
The last form uses $1-r\approx1/\theta$ for $\theta\gg1$. If the logarithm is negative, no frame should be discarded.

At leading order the optimum does not depend on the length of the run. There,
$$\frac{b^2}{V}=\frac{u_{\rm MSE}}{n\,g\,(1-r)^2}=\frac{\theta}{2n}. \tag{7}$$
The best choice does not make bias and standard error equal. It pushes the squared bias far below the variance, because the bias falls exponentially with $t_0$ while the variance grows only by a fraction $1/n$ per frame.

## What the rule optimizes when the mean is known

Suppose first that $m=\mu$ in (1) and that all lags are summed. Expanding the square of a sum gives
$$c_0+2\sum_{k=1}^{n-1}c_k=\frac1n\Big[\sum_{s=0}^{n-1}(y_s-\mu)\Big]^2=n(\bar y-\mu)^2. \tag{8}$$
Its expectation is $n\,{\rm MSE}$, bias included. Let $s^2$ be the expectation of $c_0$. I replace $\hat g$ by the ratio of expected numerator to expected denominator; this is not the expectation of the ratio. Then
$$N_{\rm eff}=\frac{n}{n\,{\rm MSE}/s^2}=\frac{s^2}{\rm MSE}. \tag{9}$$
So the rule does see the bias. But it minimizes ${\rm MSE}/s^2$, not ${\rm MSE}$, and the transient inflates $s^2$ as well.

To see the consequence, insert the transient into (1). For $n-k\gg\theta$ it contributes
$$\frac1n\sum_{s=0}^{n-k-1}A^2r^{2t_0}r^{2s+k}\approx q\,\sigma^2r^k,\qquad q=\frac{u}{n(1-r^2)}. \tag{10}$$
The transient thus looks like a second noise source, with variance $q\sigma^2$ and correlation $r^k$. Its inefficiency is $G=(1+r)/(1-r)$, and
$$\hat g=\frac{g+qG}{1+q}, \tag{11}$$
a weighted mean of the two inefficiencies.

Now maximize $\ln N_{\rm eff}=\ln n+\ln(1+q)-\ln(g+qG)$. With $dq/dt_0\approx-2q/\theta$,
$$\frac{d\ln N_{\rm eff}}{dt_0}=-\frac1n+\frac{2q}{\theta}\Big[\frac{G}{g+qG}-\frac1{1+q}\Big]=-\frac1n+\frac{2q}{\theta}\,\frac{G-g}{(1+q)(g+qG)}. \tag{12}$$

**Slow transient, $G>g$.** The derivative can vanish at a small $q$, of order $\theta/n$, where the denominator is nearly $g$. This requires $G-g$ not to be too small: $(G-g)/g\gg\theta/n$. Then $q=\theta g/[2n(G-g)]$, or by (10)
$$u_N=\frac\theta2(1-r^2)\frac{g}{G-g},\qquad t_N=\frac\theta2\ln\frac{A^2}{\sigma^2u_N}, \tag{13}$$
provided $u_N<A^2/\sigma^2$. As $t_0$ passes this point the derivative goes from positive to negative, so it is a maximum. For an enormous initial $q$, above about $2n(G-g)/(\theta G)$, there is also a local maximum at $t_0=0$, with $N_{\rm eff}\approx T/G$. The interior one is higher if $(T-t_N)/g>T/G$.

From (6) and (13), using $(1-r)^2/(1-r^2)=1/G$,
$$t_N-t_{\rm MSE}=\frac\theta2\ln\frac{u_{\rm MSE}}{u_N}=\frac\theta2\ln\Big(1-\frac gG\Big)<0. \tag{14}$$
The rule stops earlier than the true optimum. For $g\ll G$ the shift is only about $-\theta g/(2G)\approx-g/4$, since $G\approx2\theta$.

**Fast or equal transient, $G\le g$.** The second term in (12) is zero or negative, so the known-mean rule, applied to expected autocovariances, discards nothing. Removing a fast transient even raises $\hat g$, because a component with a short correlation time has been taken out.

Equality has a simple physical origin. Let one mode obey $x_{t+1}-\mu=\rho(x_t-\mu)+\xi_t$, with independent random kicks $\xi_t$. Averaging over the kicks shows that an initial displacement decays as $\rho^t$, and the equilibrium correlation also decays as $\rho^k$. Then $\theta=\tau$, and the transient has the same normalized autocorrelation as the noise. An inefficiency cannot tell them apart.

How much this matters follows from (3), (4) and (10):
$$\frac{b^2}{V}\approx\frac{u}{n\,g(1-r)^2}=\frac{qG}{g}. \tag{15}$$
For $G\le g$ the undetected squared bias is at most about $q$ times the variance. It is harmless while $q\ll1$, that is, while $A^2/\sigma^2\ll n(1-r^2)$.

## The sample mean and the lag cutoff

In practice $\mu$ is unknown and $m=\bar y$. Then $\sum_s(y_s-\bar y)=0$, and by the algebra of (8) the sum over all lags vanishes identically. A cutoff is indispensable, and it changes the optimum.

Write $d_s=y_s-\mu$ and $D=\bar y-\mu$. Subtracting $D$ changes $c_k$ by
$$-\frac Dn\Big[\sum_{s=0}^{n-k-1}d_s+\sum_{s=k}^{n-1}d_s\Big]+\Big(1-\frac kn\Big)D^2. \tag{16}$$
For the noise, the expectation of $D\,\eta$ is about $\sigma^2g/n$ for a frame away from the ends, and that of $D^2$ is the same. The two sums give $-2\sigma^2g/n$ and the last term $+\sigma^2g/n$, up to relative corrections of order $(k+\tau)/n$. The net offset is $-\sigma^2g/n$.

For the transient, $D$ becomes $b$. The first sum divided by $n$ is nearly $b$, the second nearly $br^k$, and the total change is $-b^2(r^k+k/n)$. Since $b^2=q\sigma^2G/n$, this is a small correction to $q\sigma^2r^k$ in the lags that matter. Hence
$$\frac{c_k}{\sigma^2}\approx\rho^k+q\,r^k-\frac gn. \tag{17}$$
The last retained lag $K$ is the last one at which (17) is positive.

As $t_0$ varies, $K$ varies too. A term enters or leaves the sum when its value is zero, so the sum is continuous, and between such events its derivative is taken at fixed $K$. The derivation of (13) can therefore be repeated with
$$G_K=1+2\sum_{k=1}^{K}r^k=1+\frac{2r(1-r^K)}{1-r},\qquad u_K=\frac\theta2(1-r^2)\frac{g}{G_K-g}. \tag{18}$$
The noise sum stays close to $g$, because $\rho^K$ has dropped to order $g/n$. Direct offset effects on the condition are of relative order $K/n$. This is a leading-order law for small $q$ and $G_K$ well above $g$.

In this regime, $G_K<G$ makes the practical optimum earlier than $t_N$; when $\theta$ is close to $\tau$ this ordering need not hold. By (13) and (18) the shift is $\frac\theta2\ln[(G-g)/(G_K-g)]$; it is less than one frame for $\theta=10$, $\tau=5$, $K=30$, and becomes appreciable only when $\theta$ is comparable with $K$ or longer. The surviving transient is then weak but long-lived; much of its contribution lies at lags where the mean-subtraction offset has already made the autocovariance negative. The cutoff discards that evidence.

## Worked example

Take $T=4000$, $\tau=5$ and $\theta=50$ frames, with $A=5\sigma$. Then $g=10.03$ and $G=100.0$. From $G$ one obtains $1-r=2/(G+1)=0.0198$ and $1-r^2=0.0392$.

For the true error, (6) gives
$$u_{\rm MSE}=25(0.0198)^2(10.03)=0.098,\qquad t_{\rm MSE}=25\ln\frac{25}{0.098}\approx138.5 .$$
An exhaustive scan of the exact error finds 138 frames. For the known-mean rule,
$$u_N=25(0.0392)\frac{10.03}{89.97}=0.109,\qquad t_N=25\ln\frac{25}{0.109}\approx136,$$
and the scan also gives 136.

For the practical estimator, applied to expected autocovariances, the cutoff steps from $K=32$ to $K=31$ between $t_0=113$ and $114$; in a single noisy series it varies. Take $K=31$. With $r^{31}=e^{-0.62}=0.538$,
$$G_K=1+99.0(1-0.538)=46.7,\qquad u_K=25(0.0392)\frac{10.03}{36.7}=0.268,$$
so $t_0=25\ln(25/0.268)\approx113$. With $K=32$ the same steps give $G_K=47.8$, $u_K=0.260$ and $t_0\approx114$, so the optimum lies where the cutoff changes. The integer search based on (17) and (18) returns 114; the scan using exact expected autocovariances returns 113. Doubling $A$ should delay the optimum by $\theta\ln2=35$ frames, and the scan moves from 113 to 148.

The practical consequences are visible in the following values. The error columns are in units of $\sigma$; the last two use expected autocovariances.

| $t_0$ | bias | std. error | rms error | $\hat g$ | $N_{\rm eff}$ |
|---:|---:|---:|---:|---:|---:|
| 0 | 0.0631 | 0.0501 | 0.0806 | 21.0 | 190 |
| 50 | 0.0235 | 0.0504 | 0.0556 | 11.2 | 354 |
| 113 | 0.0068 | 0.0508 | 0.0512 | 9.9 | 391 |
| 138 | 0.0041 | 0.0509 | 0.0511 | 9.9 | 391 |
| 400 | 0.0000 | 0.0528 | 0.0528 | 9.9 | 365 |

Keeping everything makes the rms error 58% larger than its minimum. Stopping at 113 instead of 138 costs about 0.2%. The rule misses the position of the minimum by half a transient time, yet the minimum is so flat that the loss is negligible here. At $t_0=138$ the ratio $b^2/V$ is 0.0066, against 0.0065 from (7).

## When the rule is blind

Set $\theta=\tau=5$ frames and raise the amplitude to $A=60\sigma$. Now $1-r^2=1-e^{-0.4}=0.330$, and with no discard
$$q=\frac{3600}{4000(0.330)}=2.73 .$$
By (15) the squared bias is 2.7 times the variance. The error is smallest at 21 frames, but the known-mean rule, applied to expected autocovariances, selects zero.

With expected autocovariances the practical estimator selects 10 frames, for a reason unrelated to recognizing the transient. This holds for the expected curve only: in single noisy series the choice scatters widely and is often zero, so much of the bias survives. With $G=g$, the offset in (17), summed over about $2K$ lags, lowers the inefficiency to
$$\hat g\approx g\Big[1-\frac{2K}{n(1+q)}\Big],$$
where terms of order $g$ beside $2K$ are dropped. Discarding frames reduces $q$ and strengthens this reduction. At fixed $K$,
$$\frac{d\ln N_{\rm eff}}{dt_0}\approx-\frac1n+\frac{2K}{n}\,\frac{2q/\theta}{(1+q)^2},$$
which vanishes when $q/(1+q)^2=\theta/(4K)$. At small $q$, (17) gives $K\approx5\ln(4000/10.03)\approx30$. The right side is then 0.042, and the smaller root, which is the maximum, is $q\approx0.046$. Since $q$ decays as $e^{-2t_0/\theta}$, $t_0\approx2.5\ln(2.73/0.046)\approx10$, as found.

For $A=5\sigma$ the initial $q$ is 0.019, already below that root, and the expected curve has its maximum at zero discard. In a single series, noise in $\hat g$ can still move the choice to a later frame. By (15) keeping this transient is harmless: the squared bias is about 2% of the variance.

The dangerous case needs $A$ comparable with $\sigma\sqrt{n(1-r^2)}$, here about $36\sigma$. Such an excursion is plain in a plot of the series. It should be removed using an estimate of $\theta$ and (6), whatever $N_{\rm eff}$ recommends.

A transient with $\theta\gg T$ lies outside all these formulas. Over the run, $Ar^t\approx A(1-t/\theta)$. Subtracting the sample mean hides the nearly constant part, and leaves only a drift of size $AT/\theta$ to be detected, while the bias remains close to $A$. No choice of $t_0$ within the run repairs this.

## One series instead of an expectation

A real calculation has one noisy $\hat g$ at each $t_0$. For 300 simulated series with the parameters of the main example, and candidate times every 20 frames, the chosen discard times have 10th, 50th and 90th percentiles of 60, 100 and 200 frames. Their mean is 138 frames, but its agreement with $t_{\rm MSE}$ should not be read as accuracy of individual choices.

At $t_0=120$ the standard deviation of $\hat g$ between series is 1.6, or 16% of its mean, whereas discarding another 100 frames costs only about 2.6% of $n$. Estimates at neighbouring $t_0$ share most of their data, so these percentages do not translate directly into a spread of $t_0$. They do suggest, as a conjecture, that noise in $\hat g$ causes much of the scatter.

The mean simulated $\hat g$ at $t_0=0$ is 20.1, compared with 21.0 from expected autocovariances. With a between-series standard deviation of 4.9, the standard error of that mean is $4.9/\sqrt{300}=0.28$. The difference is about three standard errors. The expected-curve analysis does not give the mean of the simulated $\hat g$: in a single series both the ratio and the cutoff lag are random, and these data do not separate the two effects.

The final average is less sensitive than the discard time. Its simulated rms error is $0.0793\sigma$ without discarding, $0.0506\sigma$ with a fixed discard of 140 frames, and $(0.0515\pm0.0019)\sigma$ with the rule, where the uncertainty is one standard error. The rule and the fixed time are applied to the same series, so this uncertainty is not that of their difference, which was not computed; the difference itself is about 2% of the fixed-time error, and whether it reflects a real penalty for using the rule is left open here. The data do show a clear gain over retaining the transient in this regime, where $\theta$ is ten times $\tau$. The numerical check accompanying this section contains the scans and simulations.

## Calculated quantities

```
series length T = 4000 frames
noise time tau = 5 frames, transient time theta = 50 frames
transient amplitude A = 5 sigma
noise inefficiency g = 10.033 (dimensionless)
transient inefficiency G = 100.003 (dimensionless)
MSE optimum: scan 138, law 138.5 frames
known-mean optimum: scan 136, law 135.8 frames
bias^2/variance at MSE optimum: 0.00660, law 0.00647
sample-mean optimum from expected autocovariances:
  theta 50 frames, A 5 sigma: scan 113, law 114 frames, K 31 lags
  theta 50 frames, A 10 sigma: scan 148, law 149 frames, K 31 lags
  theta 25 frames, A 5 sigma: scan 52, law 53 frames, K 30 lags
t0 (frames), bias, std error, rms error (sigma), g_hat, N_eff:
     0 0.06313 0.05005 0.08056 21.043 190.1
    50 0.02352 0.05037 0.05559 11.153 354.2
   113 0.00678 0.05077 0.05122 9.930 391.4
   138 0.00414 0.05094 0.05111 9.889 390.5
   400 0.00002 0.05276 0.05276 9.856 365.3
equal times (theta = tau), A = 5 sigma: sample-mean optimum 0 frames
fast transient (theta = 2 frames), A = 5 sigma: sample-mean optimum 0 frames
equal times, A = 60 sigma:
  known-mean optimum 0 frames
  sample-mean optimum 10 frames
  MSE optimum 21 frames
  bias^2/variance without discard 2.733
simulated series: 300, discard grid step 20 frames
chosen t0, 10/50/90 percentiles: 60/100/200 frames
chosen t0, mean: 138 frames
fraction choosing later than 113 frames: 0.417
simulated g_hat at t0 = 0 frames: mean 20.14, std 4.88
simulated g_hat at t0 = 120 frames: mean 10.42, std 1.64
simulated rms error, no discard: 0.0793 sigma
simulated rms error, fixed t0 = 140 frames: 0.0506 sigma
simulated rms error, N_eff rule: 0.0515 +/- 0.0019 sigma
```
